# Deal-Grove constants from thickness data: weighted regression, bootstrap and thin-film limits: test program

```python
"""Deal-Grove constants from regression of time on thickness.
Law under test: x^2 + A x = B (t + tau), or t = c0 + c1 x + c2 x^2,
with c2 = 1/B and c1 = A/B. Times t are exact; thickness x has error sigma.
Claim: for N equally spaced thicknesses on a short interval of length L
centred at m, sd(c2)/c2 = (A + 2m) sigma K / L^2, where
K^2 = 180 (N-1)^3 / (N (N+1) (N^2-4)). Thin data leave B poorly known.
Units: nm and hours. Local fit: t = a + b u + c2 u^2, u = x - centre.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, least_squares
from scipy.stats import norm

rng = np.random.default_rng(7)
A, B, TAU = 160.0, 12000.0, 0.3
SIGMA, N = 0.5, 10
T_KELVIN = 1273.15


def growth(t):
    return -A / 2 + np.sqrt(A**2 / 4 + B * (t + TAU))


def make_design(low, high):
    grid = np.linspace(low, high, N)
    times = np.round((grid**2 + A * grid) / B - TAU, 3)
    return times, growth(times), (low + high) / 2, (high - low) / 2


def fit(x, t, centre, half, passes=6):
    """Weighted quadratic regression for many data sets at once."""
    v = (np.atleast_2d(x) - centre) / half
    M = np.stack([np.ones_like(v), v, v * v], axis=-1)
    w = np.ones_like(v)
    for _ in range(passes):
        MW = np.swapaxes(M * w[..., None], 1, 2)
        p = np.linalg.solve(MW @ M, (MW @ t)[..., None])[..., 0]
        b2 = p[:, 1:2]**2
        slope2 = b2 + 4 * p[:, 2:3] * (t - p[:, 0:1])
        # the floor only guards against a non-monotonic trial curve
        w = b2 / np.maximum(slope2, 0.01 * b2)
    return p / np.array([1.0, half, half**2])


def thickness(t, p, centre):
    a, b, c = p[:, 0:1], p[:, 1:2], p[:, 2:3]
    root = np.sqrt(np.maximum(b * b + 4 * c * (t - a), 0))
    return centre + 2 * (t - a) / (b + root)


def direct_fit(x, t, centre, half):
    """Unweighted nonlinear fit of thickness against exact time."""
    scale = np.array([1.0, half, half**2])
    start = fit(x, t, centre, half)[0] * scale

    def misfit(q):
        return thickness(t, (q / scale)[None, :], centre)[0] - x
    return least_squares(misfit, start).x / scale


def covariance(X, centre):
    u = X - centre
    M = np.stack([np.ones_like(u), u, u * u], axis=-1)
    M = M / ((A + 2 * X) / B)[:, None]
    return SIGMA**2 * np.linalg.inv(M.T @ M)


def noise(*shape):
    return SIGMA * rng.standard_normal(shape)


# Flux balance gives the growth rate; its integral gives the quadratic law.
h, k, D, Cs, C0, Ci, n1, xs = sp.symbols("h k D Cs C0 Ci n1 x", positive=True)
sol = sp.solve([h * (Cs - C0) - k * Ci, D * (C0 - Ci) / xs - k * Ci],
               [C0, Ci], dict=True)[0]
B_sym, A_sym = 2 * D * Cs / n1, 2 * D * (1 / k + 1 / h)
assert sp.simplify(k * sol[Ci] / n1 - B_sym / (A_sym + 2 * xs)) == 0
X0 = float(growth(0.0))
ode = solve_ivp(lambda t, x: B / (A + 2 * x), (0, 18), [X0],
                rtol=1e-10, atol=1e-10)
assert abs(ode.y[0, -1] - growth(18.0)) < 1e-5

designs = {"thin": make_design(30, 50), "wide": make_design(30, 400)}

# Scatter of the time residual caused by thickness errors alone.
t_w, X_w, m_w, h_w = designs["wide"]
xn = X_w + noise(20000, N)
scatter = np.std((xn**2 + A * xn) / B - TAU - t_w, axis=0)
assert np.max(abs(scatter / (SIGMA * (A + 2 * X_w) / B) - 1)) < 0.03

# Closed thin-film formulas against simulation in the small-error limit.
t_n, X_n, m_n, h_n = designs["thin"]
L = 2 * h_n
K = np.sqrt(180 * (N - 1)**3 / (N * (N + 1) * (N**2 - 4)))
rel_closed = (A + 2 * m_n) * SIGMA * K / L**2
mid_closed = SIGMA / L * np.sqrt(12 * (N - 1) / (N * (N + 1)))
b_mid = (A + 2 * m_n) / B
lin_closed = np.hypot(mid_closed * b_mid, 2 * m_n * rel_closed / B) * B / A
small = fit(X_n + 0.1 * noise(40000, N), t_n, m_n, h_n)
rel_small = 10 * np.std(small[:, 2]) * B
mid_small = 10 * np.std(small[:, 1]) / b_mid
lin_small = 10 * np.std(small[:, 1] - 2 * m_n * small[:, 2]) * B / A
assert abs(rel_small / rel_closed - 1) < 0.04
assert abs(mid_small / mid_closed - 1) < 0.04
assert abs(lin_small / lin_closed - 1) < 0.05

print(f"A = {A:.0f} nm, B = {B:.0f} nm^2/h = {B*1e-6:.4f} um^2/h")
print(f"tau = {TAU} h, sigma = {SIGMA} nm, runs N = {N}")
print(f"B/A = {B/A:.1f} nm/h, thickness at t=0: {X0:.1f} nm")
print(f"K = {K:.3f}")
print(f"thin closed formula, rel. sd of 1/B: {100*rel_closed:.1f} %")
print(f"  simulation, small-error limit: {100*rel_small:.1f} %")
print(f"thin rel. sd of mid slope: {100*mid_closed:.2f} %"
      f" (simulated {100*mid_small:.2f} %)")
print(f"thin rel. sd of A/B: {100*lin_closed:.1f} %"
      f" (simulated {100*lin_small:.1f} %)")

# Synthetic measurements, rounded as they would be reported.
data = {s: np.round(d[1] + noise(N), 1) for s, d in designs.items()}
print("data: thin t(h) x(nm) | wide t(h) x(nm)")
for i in range(N):
    print(f"  {t_n[i]:.3f} {data['thin'][i]:.1f} |"
          f" {t_w[i]:.3f} {data['wide'][i]:.1f}")

for name, (t, X, m, half) in designs.items():
    cov = covariance(X, m)
    sd_c2 = np.sqrt(cov[2, 2])
    p = fit(data[name], t, m, half)
    more = fit(data[name], t, m, half, passes=14)
    assert abs(p[0, 2] - more[0, 2]) < 0.01 * sd_c2
    a, b, c = p[0]
    c1, c0 = b - 2 * c * m, a - b * m + c * m**2
    curve = thickness(t, p, m)
    s_est = np.sqrt(np.sum((data[name] - curve)**2) / (N - 3))
    boot = fit(curve + noise(20000, N), t, m, half)
    lo, hi = np.percentile(boot[:, 2], [2.5, 97.5])
    rate_lo, rate_hi = 1 / np.percentile(boot[:, 1], [97.5, 2.5])
    direct = direct_fit(data[name], t, m, half)
    # Repeated data: difference from direct fit and second-order bias.
    trial = X + noise(100, N)
    reg = fit(trial, t, m, half)[:, 2]
    nls = np.array([direct_fit(x, t, m, half)[2] for x in trial])
    gap = np.sqrt(np.mean((reg - nls)**2)) / sd_c2
    # the two estimators differ only at second order in sigma/L
    assert gap < (0.4 if name == "thin" else 0.05)
    e = noise(20000, N)
    pair = (fit(X + e, t, m, half)[:, 2] + fit(X - e, t, m, half)[:, 2]) / 2
    bias = np.mean(pair) * B - 1
    assert abs(bias) < 0.2 * sd_c2 * B
    # Nested simulation of the percentile interval.
    R, Q = 500, 400
    centre_curves = thickness(t, fit(X + noise(R, N), t, m, half), m)
    again = (centre_curves[:, None, :] + noise(R, Q, N)).reshape(-1, N)
    c_again = fit(again, t, m, half)[:, 2].reshape(R, Q)
    l_all, h_all = np.percentile(c_again, [2.5, 97.5], axis=1)
    cover = np.mean((l_all < 1 / B) & (h_all > 1 / B))
    opened = np.mean(l_all <= 0)
    expected_open = norm.cdf(norm.ppf(0.975) - 1 / (B * sd_c2))
    assert 0.90 < cover < 0.985
    assert abs(opened - expected_open) < 0.08
    print(f"{name} fit: c0={c0:.4f} h, c1={c1:.5f} h/nm, c2={c:.3e} h/nm^2")
    print(f"  B={1/c:.0f} nm^2/h, A={c1/c:.1f} nm, B/A={1/c1:.1f} nm/h")
    print(f"  1/B by direct fit: {direct[2]:.3e} h/nm^2;"
          f" residual sd {s_est:.2f} nm")
    print(f"  bootstrap 95% of 1/B: {lo:.3e} to {hi:.3e} h/nm^2")
    if lo > 0:
        print(f"  B between {1/hi:.0f} and {1/lo:.0f} nm^2/h")
    elif hi > 0:
        print(f"  B above {1/hi:.0f} nm^2/h, no upper limit")
    else:
        print("  no positive B inside the interval")
    print(f"  bootstrap refits with 1/B <= 0:"
          f" {100*np.mean(boot[:, 2] <= 0):.2f} %")
    print(f"  rate at {m:.0f} nm, 95%: {rate_lo:.2f} to {rate_hi:.2f} nm/h")
    print(f"  bias of 1/B {100*bias:.2f} %; rms gap to direct fit"
          f" {gap:.3f} sd")
    print(f"  coverage {100*cover:.1f} %, open intervals {100*opened:.1f} %"
          f" (expected {100*expected_open:.1f} %)")

# Tail of the estimate of B: probability beyond a bound falls as 1/bound.
c_tail = fit(X_n + noise(200000, N), t_n, m_n, h_n)[:, 2]
p10 = np.mean(abs(c_tail) < 0.1 / B)
p40 = np.mean(abs(c_tail) < 0.025 / B)
assert 3.5 < p10 / p40 < 4.5
print(f"thin: P(|B est|>10B)={100*p10:.2f} %, P(>40B)={100*p40:.2f} %")

# Gain from the weights on the wide set.
x_many = X_w + noise(20000, N)
plain = np.std(fit(x_many, t_w, m_w, h_w, passes=1)[:, 2]) * B
weighted = np.std(fit(x_many, t_w, m_w, h_w)[:, 2]) * B
assert weighted < plain
print(f"wide rel. sd of 1/B: unweighted {100*plain:.2f} %,"
      f" weighted {100*weighted:.2f} %")

print("upper x (nm): rel. sd of 1/B, covariance / simulation")
for top in (50, 80, 120, 200, 400):
    t, X, m, half = make_design(30, top)
    rel = np.sqrt(covariance(X, m)[2, 2]) * B
    sim = np.std(fit(X + noise(20000, N), t, m, half)[:, 2]) * B
    # allowance for terms of second order in sigma/L on the shortest range
    assert abs(sim / rel - 1) < 0.12
    print(f"  {top}: {100*rel:.2f} % / {100*sim:.2f} %")


def excess(top):
    X = np.linspace(30, top, N)
    return np.sqrt(covariance(X, (30 + top) / 2)[2, 2]) * B - 0.1


print(f"upper x for 10 % error in 1/B: {brentq(excess, 45, 400):.0f} nm")

# Neglected effects, with rough parameters.
FAST, DECAY = 150.0, 7.0           # extra rate nm/h and decay length nm
E_PAR, E_LIN = 1.2, 2.0            # activation energies of B and B/A, eV
kT = constants.k * T_KELVIN / constants.e
print(f"extra rate {FAST:.0f} nm/h, decay {DECAY:.0f} nm;"
      f" energies {E_PAR}, {E_LIN} eV")


def heated(t, dT):
    B_hot = B * np.exp(E_PAR / kT * dT / (T_KELVIN + dT))
    lin_hot = B / A * np.exp(E_LIN / kT * dT / (T_KELVIN + dT))
    A_hot = B_hot / lin_hot
    return -A_hot / 2 + np.sqrt((X0 + A_hot / 2)**2 + B_hot * t)


assert np.max(abs(heated(t_w, 0.0) - X_w)) < 1e-9
for name, (t, X, m, half) in designs.items():
    t_fast = np.array([quad(lambda x: 1 / (B / (A + 2 * x)
                       + FAST * np.exp(-x / DECAY)), X[0], end)[0]
                       for end in X])
    B_fast = 1 / fit(X, t_fast, m, half)[0, 2]
    jitter = heated(t, rng.standard_normal((20000, N)))
    rel_T = np.std(fit(jitter, t, m, half)[:, 2]) * B
    shift = heated(t[-1], 1.0) - X[-1]
    print(f"{name}: fast growth shifts B by {100*(B_fast/B-1):.1f} %")
    print(f"  1 K: last x {shift:+.2f} nm; 1 K rms per run:"
          f" rel. sd of 1/B {100*rel_T:.1f} %")
B_scale = 1 / fit(1.005 * X_w, t_w, m_w, h_w)[0, 2]
print(f"thickness scale +0.5 %: B shifts {100*(B_scale/B-1):.2f} %")
P_STRESS, V_ACT = 50e6, 0.05e-27   # pressure Pa, activation volume m^3
drop = 1 - np.exp(-P_STRESS * V_ACT / (constants.k * T_KELVIN))
print(f"pressure {P_STRESS/1e6:.0f} MPa, volume {V_ACT*1e27:.2f} nm^3:"
      f" diffusivity -{100*drop:.0f} %")
print("all good")
```

Output:

```
A = 160 nm, B = 12000 nm^2/h = 0.0120 um^2/h
tau = 0.3 h, sigma = 0.5 nm, runs N = 10
B/A = 75.0 nm/h, thickness at t=0: 20.0 nm
K = 3.525
thin closed formula, rel. sd of 1/B: 105.8 %
  simulation, small-error limit: 105.4 %
thin rel. sd of mid slope: 2.48 % (simulated 2.47 %)
thin rel. sd of A/B: 53.0 % (simulated 52.5 %)
data: thin t(h) x(nm) | wide t(h) x(nm)
  0.175 30.3 | 0.175 30.9
  0.216 31.8 | 1.070 71.3
  0.258 34.5 | 2.246 112.2
  0.301 35.9 | 3.704 153.1
  0.345 38.3 | 5.443 193.7
  0.389 41.0 | 7.465 236.5
  0.434 43.3 | 9.768 276.6
  0.480 46.2 | 12.352 317.3
  0.527 47.4 | 15.219 358.8
  0.575 49.8 | 18.367 400.0
thin fit: c0=-0.3828 h, c1=0.01789 h/nm, c2=2.437e-05 h/nm^2
  B=41030 nm^2/h, A=734.1 nm, B/A=55.9 nm/h
  1/B by direct fit: 3.013e-05 h/nm^2; residual sd 0.47 nm
  bootstrap 95% of 1/B: -1.436e-04 to 1.922e-04 h/nm^2
  B above 5203 nm^2/h, no upper limit
  bootstrap refits with 1/B <= 0: 38.32 %
  rate at 40 nm, 95%: 48.14 to 53.00 nm/h
  bias of 1/B -0.70 %; rms gap to direct fit 0.181 sd
  coverage 93.8 %, open intervals 82.8 % (expected 84.4 %)
wide fit: c0=-0.3218 h, c1=0.01358 h/nm, c2=8.285e-05 h/nm^2
  B=12070 nm^2/h, A=163.9 nm, B/A=73.6 nm/h
  1/B by direct fit: 8.285e-05 h/nm^2; residual sd 0.50 nm
  bootstrap 95% of 1/B: 8.174e-05 to 8.396e-05 h/nm^2
  B between 11911 and 12233 nm^2/h
  bootstrap refits with 1/B <= 0: 0.00 %
  rate at 215 nm, 95%: 20.26 to 20.38 nm/h
  bias of 1/B -0.00 %; rms gap to direct fit 0.010 sd
  coverage 93.4 %, open intervals 0.0 % (expected 0.0 %)
thin: P(|B est|>10B)=4.88 %, P(>40B)=1.26 %
wide rel. sd of 1/B: unweighted 0.84 %, weighted 0.67 %
upper x (nm): rel. sd of 1/B, covariance / simulation
  50: 105.53 % / 105.71 %
  80: 18.86 % / 18.86 %
  120: 6.59 % / 6.63 %
  200: 2.25 % / 2.24 %
  400: 0.67 % / 0.67 %
upper x for 10 % error in 1/B: 101 nm
extra rate 150 nm/h, decay 7 nm; energies 1.2, 2.0 eV
thin: fast growth shifts B by -14.5 %
  1 K: last x +0.33 nm; 1 K rms per run: rel. sd of 1/B 51.9 %
wide: fast growth shifts B by -0.2 %
  1 K: last x +2.34 nm; 1 K rms per run: rel. sd of 1/B 2.1 %
thickness scale +0.5 %: B shifts 1.00 %
pressure 50 MPa, volume 0.05 nm^3: diffusivity -13 %
all good
```
